Why one chlorine-35 quadrupole frequency cannot fix both coupling and asymmetry

**Q.** I have a solid chloride precursor, gallium trichloride, and I find a chlorine-35 resonance near 15 MHz with no magnet. I want the coupling constant and the asymmetry parameter of that chlorine site. What exactly are these two numbers?

**A.** They describe the electric field gradient at the nucleus, a symmetric tensor V_ab of second derivatives of the potential. The charges outside the nucleus make it traceless. In its principal axes we order the components as |Vxx| ≤ |Vyy| ≤ |Vzz| and define

C = eQVzz/h,  η = (Vxx − Vyy)/Vzz,

where Q is the nuclear quadrupole moment. C is a frequency and carries a sign; it sets the size of the interaction. η lies between 0 and 1 and describes the shape: η = 0 means that x and y are equivalent.

Dividing the tensor by Vzz gives v = V/Vzz. The zero trace requires v_x + v_y = −1, and the definition of η requires v_x − v_y = η. Hence

v_x = −(1 − η)/2,  v_y = −(1 + η)/2,  v_z = 1.

**Q.** How do they enter the resonance frequency?

**A.** Within a level of nuclear spin I, the quadrupole tensor must be proportional to the symmetric traceless tensor built from the spin operators. With the usual definition of Q, the energy divided by h is

H = C/[4I(2I − 1)] Σ_ab v_ab (I_a I_b + I_b I_a).

Chlorine-35 has I = 3/2, so the denominator is 4·(3/2)·2 = 12. In principal axes the sum is

2(v_x Ix² + v_y Iy² + v_z Iz²) = 2Iz² − Ix² − Iy² + η(Ix² − Iy²).

Since Ix² + Iy² = I² − Iz², where I² is the total spin squared,

H = (C/12)[3Iz² − I² + η(Ix² − Iy²)].

Use the states |m⟩ with m = 3/2, 1/2, −1/2, −3/2, for which I² = 15/4. The diagonal part of the bracket is 27/4 − 15/4 = 3 for m = ±3/2 and 3/4 − 15/4 = −3 for m = ±1/2. The rest follows from Ix² − Iy² = (I₊² + I₋²)/2, which changes m by two. Raising −1/2 to 1/2 gives a factor 2, and raising 1/2 to 3/2 gives √3, so the off-diagonal element is η·2√3/2 = √3η.

The state 3/2 therefore mixes only with −1/2, and −3/2 only with 1/2. Both pairs have the same matrix:

(C/12) × [ 3, √3η ; √3η, −3 ].

Its eigenvalues are ±(C/12)√(9 + 3η²). Taking 9 out of the root gives

E = ±(C/4)ρ,  ρ = √(1 + η²/3).

Each energy occurs twice, once per pair. There is one gap, and so one line:

ν = |C|ρ/2.

**Q.** So I have one equation with two unknowns. Could the allowed range of η still single out one answer?

**A.** No. For any η from 0 to 1 the equation has the solution

|C| = 2ν/ρ,

and each solution is an allowed site. For ν = 15 MHz, three of them are:

η = 0: ρ = 1, |C| = 30.00 MHz
η = 0.5: ρ = 1.0408, |C| = 30/1.0408 = 28.82 MHz
η = 1: ρ = 1.1547, |C| = 30/1.1547 = 25.98 MHz

All three have levels at −7.5 and +7.5 MHz, each doubly degenerate. Their zero-field spectra agree in line position however well you measure it. The sign of C is lost too, because reversing it merely exchanges the upper and lower doublets.

You do learn something about C. Since ρ runs from 1 to 2/√3,

√3ν ≤ |C| ≤ 2ν,

which here means 25.98 to 30.00 MHz. About η you learn nothing.

**Q.** The algebra is clear, but it looks like an accident of this matrix. Is there a reason behind it?

**A.** There is. A half-integer spin in a purely electric environment has levels that come at least in pairs, by time-reversal symmetry. Four states then form two doublets. The quadrupole Hamiltonian has zero trace, so the doublets lie at equal distances above and below zero. One number, the gap, exhausts the spectrum.

We can also see which property of the tensor that number measures. Squaring the 2×2 matrix gives

H² = (C²/144)(9 + 3η²)·1 = (C²ρ²/16)·1.

The squared length of v is

Σv² = 1 + (1 − η)²/4 + (1 + η)²/4 = (3 + η²)/2 = (3/2)ρ².

Replacing ρ² by (2/3)Σv² gives

H² = (C²/24)(Σv²)·1.

Turning the axes changes neither side, so this holds for any orientation. The levels respond to the length of the tensor and to nothing else.

A traceless symmetric tensor has a second independent rotational invariant, its determinant, which carries the shape:

det v = v_x v_y v_z = (1 − η²)/4.

In the spectrum it could first appear through the trace of H³. For spin 3/2, however,

Tr H³ = (C²ρ²/16) Tr H = 0.

You can therefore lengthen Vzz and reduce η together, keeping the total length fixed, and the levels do not move.

**Q.** Would a nucleus with a larger spin behave differently?

**A.** Spin 5/2 does. Its prefactor is C/40, and at η = 0 the bracket 3m² − 35/4 equals 10, −2 and −8 for |m| = 5/2, 3/2 and 1/2. Each value occurs twice, so

Tr H³ = 2(1000 − 8 − 512)C³/40³ = 0.015C³.

This is not zero. A cubic rotational invariant of a traceless symmetric tensor must be a multiple of its determinant. At η = 0, det v = 1/4, which fixes the multiple for every η: Tr H³ = 0.06C³ det v.

The three doublet energies now form two gaps, and these fix both invariants up to the sign of C. Diagonalizing the 6×6 matrix gives a ratio of larger to smaller gap of 2.00, 1.54 and 1.00 for η = 0, 0.5 and 1. The ratio measures the shape, and the absolute frequencies then give |C|.

**Q.** My sample also contains chlorine-37. That gives a second line. Doesn't it supply the missing equation?

**A.** Chlorine-37 also has spin 3/2. If it sits in the same field gradient, its coupling is C multiplied by the ratio of the quadrupole moments. With moments of −8.17 fm² for chlorine-35 and −6.44 fm² for chlorine-37, the ratio is 0.788, and

ν₃₇ = 0.788·|C|ρ/2 = 0.788ν = 11.82 MHz.

The same product |C|ρ appears again, so the prediction is 11.82 MHz for all three solutions above. The second line helps you to assign the first, but it does not separate C from η.

Further chlorine-35 lines from inequivalent sites do not help either. Each site brings its own C and its own η.

**Q.** Suppose I just set η = 0. How wrong can I be?

**A.** You would report 2ν where the true value is 2ν/ρ, so your |C| is too large by the fraction ρ − 1 of the true value. That is 4.1% at η = 0.5 and 15.5% at η = 1. For small η the error is about η²/6, so |C| is then well determined even though η is not.

Symmetry can justify the choice. A threefold or higher rotation axis through the chlorine makes x and y equivalent and forces η = 0. Then the single frequency does determine |C|. A chlorine bridging two gallium atoms in a bent arrangement has no such axis.

**Q.** Could I take C from an electronic-structure calculation and use my frequency to obtain η?

**A.** In principle, but errors are magnified. At fixed ν, the product C²(1 + η²/3) is constant. Differentiating its logarithm gives

2 dC/C + (2η/3)dη/(1 + η²/3) = 0,

and therefore

dη = −[(3 + η²)/η] dC/C.

At η = 0.5 the factor is 3.25/0.5 = 6.5. If the true coupling is 28.82 MHz and the calculation is 1% high, you infer η = 0.43; if it is 1% low, you infer 0.56. Near η = 0 the factor diverges, because there the frequency depends on η only in second order. A value of C above 2ν gives no real η at all.

**Q.** What about the strength of the line rather than its position?

**A.** That does contain η, most directly in an oriented crystal. Write each 2×2 matrix as (Cρ/4)[cos φ, sin φ ; sin φ, −cos φ], with cos φ = 1/ρ. For the pair (3/2, −1/2) its eigenvectors are (c, s) and (s, −c), where c = cos(φ/2) and s = sin(φ/2). A radio-frequency field along z acts through Iz, whose element between them is

(3/2)cs + (−1/2)s(−c) = 2cs = sin φ.

The other pair gives the same magnitude. Summing the squares,

S_z = 2 sin²φ = 2(1 − 1/ρ²).

Any principal axis a can serve as the quantization axis. The diagonal element is then Cv_a/4 while the eigenvalues are unchanged, so cos φ becomes v_a/ρ and

S_a = 2(1 − v_a²/ρ²).

For η = 0, 0.5 and 1 the strength along z is 0, 0.15 and 0.50, while along x it is 1.50, 1.88 and 2.00.

In a powder this information disappears from the total absorption of a weak radio-frequency field. The three strengths add up to 6 − 2Σv²/ρ² = 6 − 3 = 3, whatever η is, so the orientation average is 1. Only the average is fixed, however. The strengths of the individual crystallites still range from S_z to S_x, and these limits depend on η. Strong pulses can reveal them, because each crystallite's spins then oscillate (nutate) at a rate proportional to the square root of its strength.

**Q.** Is there a way to obtain η from line positions after all?

**A.** Yes, with a magnetic field. The simplest case is an oriented crystal with known principal axes at the chlorine site; in a powder the field produces a broad line shape that must be fitted instead. Add a weak static field B. Along the principal axis z it contributes −ν_L Iz, where ν_L = μB/(Ih). With μ = 0.8219 nuclear magnetons and B = 10 mT, ν_L = 41.77 kHz.

In the pair (3/2, −1/2) the diagonal elements become C/4 − 3ν_L/2 and −C/4 + ν_L/2. Their mean is −ν_L/2 and half their difference is C/4 − ν_L. The other pair has the opposite sign of ν_L. The energies are therefore

first pair: −ν_L/2 ± R₁,  R₁ = √[(C/4 − ν_L)² + η²C²/48],
second pair: +ν_L/2 ± R₂,  R₂ = √[(C/4 + ν_L)² + η²C²/48].

For C > 0 and ν_L much smaller than ν, expand the roots about their common zero-field value ν/2. The slope is (C/4)/(ν/2) = 1/ρ, so R₁ ≈ ν/2 − ν_L/ρ and R₂ ≈ ν/2 + ν_L/ρ. There are four lines:

- Within the pairs, the lines are at 2R₁ and 2R₂. Their separation is 4ν_L/ρ to leading order.
- Between the pairs, the lines are at R₁ + R₂ ± ν_L. Their separation is 2ν_L, with no η in it.

The first two are the outer lines. They are driven by the radio-frequency component along z and share the strength S_z found above, about half each (0.08 at η = 0.5), so they fade away as η goes to 0. The inner lines are driven by the components along x and y. A negative C exchanges R₁ and R₂ and leaves the same four lines, so its sign is still unknown.

For your 15 MHz line the inner separation is 83.5 kHz in every case. The outer separation is 167.1, 160.5 and 144.7 kHz for η = 0, 0.5 and 1. Suppose you measure 160.5 kHz. Then

ρ = 4 × 41.77/160.5 = 1.041,

which gives η = √[3(ρ² − 1)] = 0.50 and |C| = 30/1.041 = 28.8 MHz.

**Q.** How carefully must I do that experiment?

**A.** For tilts of a few degrees, the separation and the field strength need more care than the alignment. An error in ρ is magnified by the same factor (3 + η²)/η, so at η = 0.5 an error of 1 kHz in the outer separation, or 0.6%, shifts η by about 0.04. Since the inferred ρ is proportional to ν_L, an error of 1% in B shifts it by about 0.06. The inner separation 2ν_L can calibrate the field, but it must be measured to the same relative accuracy. For smaller η the same error does more harm, and near η = 0 it can leave no real solution. Tilting the field by 2° from z changes the inferred η from 0.500 to 0.501 or 0.497, depending on whether the tilt is toward x or y; these values come from diagonalizing the full 4×4 matrix. A stronger field spreads the lines further, but the square roots should then be used without expansion.

**Q.** My solid is not an ideal, motionless nucleus in zero field. Does any of this rescue the single frequency?

**A.** I treat your 15 MHz line as that of a chlorine bridging two gallium atoms. The frequency is rounded, and the values of η above are trial values, not measurements. Three neglected effects can be sized.

The largest is libration, the rocking of the molecule. Treat it as rigid, with a harmonic mode at 40 cm⁻¹ and a moment of inertia of 650 u Å², both rough. The quantum harmonic oscillator then rocks by 2.4° rms at 77 K and 4.7° at 300 K. Averaging the rotated tensor numerically, for the three trial η and one principal axis at a time, lowers the frequency by amounts that reach roughly 50 kHz at 77 K and 200 kHz at 300 K. A real molecule rocks about all three axes at once; with the same rough values for each, the shifts add to about 80 and 300 kHz. The value 650 u Å² is near the smallest moment of inertia of the Ga₂Cl₆ dimer, so at the same wavenumber the other two axes would rock less. Internal vibrations and thermal expansion are left out. For rocking about x, η = 0.5 becomes 0.498 and 0.494. The averaged tensor is still symmetric and traceless, so the argument applies to it unchanged: C and η are then values at the temperature of measurement.

The Earth's field is the second effect. In a scan over η and field directions, the largest line offset was 2ν_L, which is 0.4 kHz for 50 μT. The third is the magnetism of the neighbours. Two gallium-71 nuclei at 2.3 Å, with moments of 2.562 nuclear magnetons and their fields added in the most unfavourable way, produce at most 0.43 mT, or an offset of 3.6 kHz. These fields do act differently for different η. But as long as their directions relative to the principal axes and the spin states of the neighbours are unknown, they do not turn the single frequency into a measure of η. I have not estimated strain broadening or indirect spin–spin coupling.

Higher electric moments of the nucleus do not help. The next one allowed by parity, the hexadecapole, is a rank-4 operator, and a spin I supports operators only up to rank 2I, which is 3 here.

**Q.** Then what should I write in my notebook for this one line?

**A.** Write the measured frequency, the temperature and the range √3ν ≤ |C| ≤ 2ν, which is about 26 to 30 MHz here. Leave η open until you have further evidence, such as a symmetry argument, an oriented-crystal intensity, a nutation measurement or the effect of a known magnetic field on the line. The frequency can still serve as a fingerprint for comparison with a reference sample at the same temperature, because that use does not require C and η separately.
